# Solving Mutual Induced Dipoles: Jacobi Iteration, Conjugate Gradients and Energy Error

When the induced dipoles of coupled polarizable sites are found by iteration, two choices have to be made: which iteration to use, and when to stop it. Stopping early saves work but leaves an error in the energy. Its size depends on the residual and also on the energy formula into which the unfinished dipoles are put. A pair of sites shows all of this with fractions.

## Two sites by hand

Atomic units with $4\pi\varepsilon_0=1$ are used, so a polarizability is a volume. Two sites of polarizability $\alpha$ lie a distance $R$ apart, and all fields and dipoles point along their axis. On its axis a point dipole $\mu$ produces the field $2\mu/R^3$. Let an external field $E$ act on site 1 alone. Each dipole is $\alpha$ times the total field at its site. With dipoles in units of $\alpha E$ and $g=2\alpha/R^3$,

$$\mu_1=1+g\mu_2,\qquad \mu_2=g\mu_1 .$$

Substitution gives $\mu_1=1/(1-g^2)$ and $\mu_2=g/(1-g^2)$. For $g=1/2$ the solution is $\mu^*=(4/3,\,2/3)$.

**Jacobi iteration** inserts the old dipoles on the right and reads the new ones on the left. From zero it gives

$$(0,0),\ (1,0),\ (1,\tfrac12),\ (\tfrac54,\tfrac12),\ (\tfrac54,\tfrac58),\ \dots$$

The error $e=\mu^*-\mu$ starts as $(4/3,2/3)$ and becomes $(1/3,2/3)$: its components are exchanged and multiplied by $g$. Its length is therefore halved at each step. The matrix that does this has eigenvalues $\pm g$, and the iteration converges if $g<1$.

**The energy.** Creating a dipole costs $\mu^2/(2\alpha)$. In units of $\alpha E^2$ the total is

$$U=\tfrac12(\mu_1^2+\mu_2^2)-g\mu_1\mu_2-\mu_1 .$$

At the solution $U^*=\tfrac12\left(\tfrac{16}{9}+\tfrac49\right)-\tfrac49-\tfrac43=-\tfrac23$. This equals $-\tfrac12\mu_1^*$, which suggests the shortcut $-\tfrac12\mu_1$ for the energy. After two Jacobi steps, however, $\mu=(1,\tfrac12)$ gives

$$U=\tfrac58-\tfrac14-1=-\tfrac58,\qquad -\tfrac12\mu_1=-\tfrac12 .$$

The errors are $1/24$ and $1/6$. The same dipoles give a four times smaller error in the full functional. The shortcut reaches $-5/8$ one step later, when $\mu_1=5/4$, and still has this value after four steps.

**Conjugate gradients.** The equations read $A\mu=b$ with

$$A=\begin{pmatrix}1&-\tfrac12\\-\tfrac12&1\end{pmatrix},\qquad b=\begin{pmatrix}1\\0\end{pmatrix}.$$

From zero the residual is $r_0=b$. Minimizing $U$ along $p_0=r_0$ gives $\mu=(1,0)$ and $r_1=b-A\mu=(0,\tfrac12)$. The next direction is $r_1$ plus a multiple of $p_0$, chosen so that $p_0\cdot Ap_1=0$. Since $Ap_0=(1,-\tfrac12)$, this gives $p_1=(\tfrac14,\tfrac12)$. Then $Ap_1=(0,\tfrac38)$ and $p_1\cdot Ap_1=\tfrac3{16}$. The minimum along $p_1$ lies at step length $(p_1\cdot r_1)/(p_1\cdot Ap_1)=\tfrac14/\tfrac3{16}=\tfrac43$, so

$$\mu=(1,0)+\tfrac43(\tfrac14,\tfrac12)=(\tfrac43,\tfrac23).$$

Two steps solve the problem.

**When Jacobi fails but the energy does not.** Put three sites on an equilateral triangle of side $R$ and let them be polarizable only along the normal. Side-by-side dipoles oppose each other with field $-\mu/R^3$. With $h=\alpha/R^3$ and a uniform normal field, equal dipoles obey $\mu=1-2h\mu$. For $h=0.6$ the solution is $\mu=1/2.2$, but Jacobi from zero gives $1,\,-0.2,\,1.24,\,-0.488,\dots$ and diverges. The coupling matrix has eigenvalues $-2h,h,h$, so the energy matrix has eigenvalues $1+2h,1-h,1-h$. They are positive, and the energy has a proper minimum. Each Jacobi step multiplies the error by $-2h=-1.2$, so the iteration overshoots the solution by more than its previous distance from it, although the system is stable.

## The general linear system

Let site $i$ at $\mathbf r_i$ have a fixed isotropic polarizability $\alpha_i>0$ and feel a permanent field $\mathbf E_i$. The sites interact as undamped point dipoles. With $\mathbf d=\mathbf r_i-\mathbf r_j$, the dipole at $j$ produces at $i$ the field $T_{ij}\boldsymbol\mu_j$, where

$$T_{ij}=\frac{3\mathbf d\mathbf d^\top}{d^5}-\frac{I}{d^3},\qquad T_{ii}=0 .$$

Reversing $\mathbf d$ changes nothing, so the full matrix $T$ is symmetric. Collect all components into vectors $\mu$ and $E$, and let $\alpha$ also denote the diagonal matrix of polarizabilities. The energy has three parts: the cost $\tfrac12\mu\cdot\alpha^{-1}\mu$, the dipole coupling $-\tfrac12\mu\cdot T\mu$ with each pair counted once, and the energy $-E\cdot\mu$ in the permanent field. Thus

$$U(\mu)=\tfrac12\mu\cdot A\mu-E\cdot\mu,\qquad A=\alpha^{-1}-T .$$

Its gradient is $A\mu-E=-r$, where $r=E-A\mu$ is the residual. At the solution $A\mu^*=E$, so $U^*=\tfrac12\mu^*\cdot E-E\cdot\mu^*=-\tfrac12E\cdot\mu^*$.

One symmetric matrix governs both stability and convergence:

$$S=\alpha^{1/2}T\alpha^{1/2},\qquad A=\alpha^{-1/2}(I-S)\alpha^{-1/2}.$$

Let its extreme eigenvalues be $\lambda_{\min}$ and $\lambda_{\max}$, and let $\rho$ be the larger of their magnitudes. The diagonal blocks of $S$ vanish, so its trace is zero and a nonzero $S$ has eigenvalues of both signs. The matrix $A$ is positive definite if and only if $\lambda_{\max}<1$. Above this limit $U$ has no lower bound: the polarization catastrophe. The equation $A\mu=E$ may still have a solution, but it is not a minimum. The point-dipole form leaves out charge overlap, which changes the interaction at short range, so the catastrophe of this model need not occur in a real molecule.

## Jacobi convergence

The iteration is $\mu_{k+1}=\alpha(E+T\mu_k)$. Subtracting it from $\mu^*=\alpha(E+T\mu^*)$ gives $e_{k+1}=\alpha Te_k$. With $y=\alpha^{-1/2}e$,

$$y_{k+1}=\alpha^{-1/2}\alpha T\alpha^{1/2}y_k=Sy_k .$$

Each eigenmode of $S$ is multiplied by its own $\lambda$ at every step. The length of $y$ therefore shrinks at least by the factor $\rho$ when $\rho<1$. If $A$ is nonsingular, convergence from every start requires $\rho<1$: an initial error along a mode with $|\lambda|\ge1$ does not die out. A start without such a component can still converge in exact arithmetic.

The residual follows the same law. From $r=Ae$,

$$\alpha^{1/2}r=(I-S)y,$$

and $I-S$ commutes with $S$, so $\alpha^{1/2}r_{k+1}=S\alpha^{1/2}r_k$. Reducing the weighted norm $(r\cdot\alpha r)^{1/2}$ by a factor $\epsilon$ needs at most $\ln\epsilon/\ln\rho$ steps, rounded up. The residual costs nothing extra, because $\alpha r_k=\alpha(E+T\mu_k)-\mu_k=\mu_{k+1}-\mu_k$.

A relaxed iteration mixes old and new dipoles: $\mu_{k+1}=(1-\omega)\mu_k+\omega\alpha(E+T\mu_k)$. Its error factors are $1-\omega(1-\lambda)$. Let $\lambda_{\max}<1$, and write $\ell=1-\lambda_{\max}$ and $L=1-\lambda_{\min}$. The largest magnitude occurs at an end of the interval $[\ell,L]$. It is smallest when the two ends balance, $1-\omega\ell=\omega L-1$, which gives

$$\omega=\frac{2}{L+\ell},\qquad \text{rate}=\frac{L-\ell}{L+\ell}=\frac{\kappa-1}{\kappa+1},\qquad \kappa=\frac L\ell .$$

The rate is below one for every stable system, so relaxation cures the divergence seen on the triangle.

## The energy error is quadratic in the residual

Insert $\mu=\mu^*-e$ into the functional:

$$U(\mu)=U^*-e\cdot A\mu^*+\tfrac12e\cdot Ae+E\cdot e .$$

The linear terms cancel because $A\mu^*=E$. With $e=A^{-1}r$,

$$U(\mu)-U^*=\tfrac12e\cdot Ae=\tfrac12r\cdot A^{-1}r .$$

Since $A^{-1}=\alpha^{1/2}(I-S)^{-1}\alpha^{1/2}$, and the eigenvalues of $(I-S)^{-1}$ lie between $1/L$ and $1/\ell$ for a stable system,

$$\frac{r\cdot\alpha r}{2L}\le U(\mu)-U^*\le\frac{r\cdot\alpha r}{2\ell}.$$

This is a stopping rule in energy units. Near the catastrophe $\ell\to0$, and the same residual permits a much larger error. The Rayleigh quotient of a trial vector, or the largest eigenvalue of $S$ projected on a partial Krylov space, estimates $\lambda_{\max}$ from below, so the upper limit computed from it is not guaranteed. The ratio of successive Jacobi residuals tends instead to the largest excited $|\lambda|$, which may belong to the negative end of the spectrum.

The shortcut behaves differently:

$$-\tfrac12E\cdot\mu-U^*=\tfrac12E\cdot e=\tfrac12\mu^*\cdot Ae=\tfrac12\mu^*\cdot r .$$

This is linear in the residual and can have either sign. On the pair, $r=(\tfrac14,0)$ after two Jacobi steps, so the shortcut error is $\tfrac12\cdot\tfrac43\cdot\tfrac14=\tfrac16$, as found above.

For Jacobi from zero the gain can be stated in steps. Here $e_k=(\alpha T)^k\mu^*$. The identity $A\alpha T=T-T\alpha T=T\alpha A$, applied $k$ times, gives $A(\alpha T)^k=(T\alpha)^kA$. Hence

$$\tfrac12e_k\cdot Ae_k=\tfrac12\mu^*\cdot(T\alpha)^{2k}A\mu^*=\tfrac12\mu^*\cdot A(\alpha T)^{2k}\mu^*=\tfrac12E\cdot e_{2k}.$$

The left side is the functional error after $k$ steps, the right side the shortcut error after $2k$. Therefore $U(\mu_k)=-\tfrac12E\cdot\mu_{2k}$. The functional needs the product $T\mu_k$, which the next step would need anyway.

Forces do not inherit the quadratic error automatically. For a coordinate $X$, the total derivative of $U$ along the computed dipoles is

$$\frac{dU}{dX}=\left.\frac{\partial U}{\partial X}\right|_\mu-r\cdot\frac{d\mu}{dX}.$$

The last term vanishes only if $r\cdot d\mu/dX=0$, as at convergence. Omitting it makes an error that is in general linear in $r$, so a force calculation may need a tighter residual than an energy.

## Preconditioned conjugate gradients

Assume $\lambda_{\max}<1$. The preconditioned residual is $z=\alpha r$, the same vector as the Jacobi correction. Start with $p_0=z_0$ and set

$$\mu_{k+1}=\mu_k+\eta_kp_k,\qquad r_{k+1}=r_k-\eta_kAp_k,\qquad p_{k+1}=z_{k+1}+\beta_kp_k .$$

Minimizing $U$ along $p_k$ makes $p_k\cdot r_{k+1}=0$, so $\eta_k=p_k\cdot r_k/(p_k\cdot Ap_k)$. Choose $\beta_k$ so that $p_k\cdot Ap_{k+1}=0$.

These local conditions imply the global ones. Suppose the directions up to $p_k$ are mutually conjugate, $p_i\cdot Ap_j=0$, and $r_k$ is orthogonal to all earlier directions. For $i<k$,

$$r_{k+1}\cdot p_i=r_k\cdot p_i-\eta_kp_k\cdot Ap_i=0 ,$$

and for $i=k$ the line minimum gives zero. Each earlier $z_i$ is a combination of $p_i$ and $p_{i-1}$, so $r_{k+1}\cdot z_i=0$ for $i\le k$. Since $\alpha$ is symmetric, also $z_{k+1}\cdot r_i=0$. Then for $i<k$

$$p_{k+1}\cdot Ap_i=z_{k+1}\cdot\frac{r_i-r_{i+1}}{\eta_i}+\beta_kp_k\cdot Ap_i=0 ,$$

which completes the induction. The coefficients simplify. First, $p_k\cdot r_k=z_k\cdot r_k$, because $r_k$ is orthogonal to $p_{k-1}$. Second, the condition on $\beta_k$ gives $\beta_k=-z_{k+1}\cdot Ap_k/(p_k\cdot Ap_k)$, and $-z_{k+1}\cdot Ap_k=z_{k+1}\cdot r_{k+1}/\eta_k$. Thus

$$\eta_k=\frac{r_k\cdot z_k}{p_k\cdot Ap_k},\qquad \beta_k=\frac{r_{k+1}\cdot z_{k+1}}{r_k\cdot z_k}.$$

One product with $A$ is needed per step. The procedure is:

1. Compute $r=E-A\mu$, $z=\alpha r$, and set $p=z$.
2. Stop if $r\cdot z$ is below the energy tolerance times $2\ell$.
3. Compute $Ap$. If $p\cdot Ap\le0$, report an unstable model.
4. Update $\mu$, $r$, $z$ and $p$, and return to 2.

The test in item 3 proves instability when it triggers. It can miss an unstable mode that the start and the field do not excite, and also a weakly excited one if the stop in item 2 comes first. On the sheet below at 3.70 bohr, where $\lambda_{\max}=1.027$, the iteration from zero reaches $r\cdot z<10^{-7}$ hartree after 20 steps with positive curvature throughout, and the test triggers only after 25. The energy meaning of item 2 presupposes $\ell>0$.

Because $r_k$ is minus the gradient of $U$ and is orthogonal to all directions used, $\mu_k$ minimizes $U$ over $\mu_0$ plus their span. That span is generated by $z_0,\alpha Az_0,\dots,(\alpha A)^{k-1}z_0$. Jacobi corrections obey $\alpha r_{k+1}=(I-\alpha A)\alpha r_k$ and lie in the same space. From the same start, conjugate gradients therefore never have a higher $U$ than Jacobi after equally many steps.

For a rate, note that $z_0=\alpha Ae_0$. Every vector in the search space has error $P(\alpha A)e_0$, with $P$ a polynomial of degree at most $k$ and $P(0)=1$. In the variable $y$, $\alpha A$ becomes $I-S$, with eigenvalues in $[\ell,L]$. The energy error is thus at most $\max P^2$ on this interval times its initial value. Let $C_k(\cos\theta)=\cos k\theta$ be the Chebyshev polynomial and take

$$P(x)=\frac{C_k\!\left(\frac{L+\ell-2x}{L-\ell}\right)}{C_k\!\left(\frac{\kappa+1}{\kappa-1}\right)} .$$

The numerator is at most one in magnitude on the interval. For the denominator, $v=(\sqrt\kappa+1)/(\sqrt\kappa-1)$ satisfies $\tfrac12(v+v^{-1})=(\kappa+1)/(\kappa-1)$, and $C_k(\tfrac12(v+v^{-1}))=\tfrac12(v^k+v^{-k})\ge\tfrac12v^k$. With $q=1/v$,

$$U(\mu_k)-U^*\le4q^{2k}\,[U(\mu_0)-U^*].$$

The square root of $\kappa$ replaces the $\kappa$ of relaxed Jacobi.

The start affects the shortcut. For any dipoles, $-\tfrac12E\cdot\mu-U(\mu)=\tfrac12\mu\cdot r$. From zero, $\mu_k$ is a combination of directions orthogonal to $r_k$, so the shortcut equals the functional. From $\mu_0=\alpha E$ the difference is $\tfrac12\alpha E\cdot r_k$, which generally does not vanish. Evaluating $U$ itself is safe for either start.

## A sheet of 61 sites

The model is a planar hexagonal patch of a triangular lattice. The inner 37 sites have $\alpha=10$ bohr³ and the 24 rim sites $\alpha=2$ bohr³. A unit charge stands at $(3,2,6)$ bohr from the central site, with $x$ along a lattice row and $z$ normal to the plane; the energies below depend on this position. At 5 bohr spacing its field at the nearest site is 0.024 atomic units, about 1.2 V/Å, and linear response is assumed at this strength. These are round model parameters. The numerical output lists the results for two spacings.

At 5 bohr, $\lambda_{\min}=-0.5873$ and $\lambda_{\max}=0.4163$, so $\rho=0.5873$ and

$$\kappa=\frac{1.5873}{0.5837}=2.719 .$$

For a relative weighted residual of $10^{-6}$ the Jacobi bound is $\ln10^{-6}/\ln0.5873=25.96$, and the iteration takes 26 steps. Preconditioned conjugate gradients take 9. Without the preconditioner they take 15: the unequal polarizabilities raise the condition number to 9.03.

After four preconditioned steps $r\cdot\alpha r=8.30\times10^{-8}$ hartree. Division by $2\times1.5873$ and by $2\times0.5837$ brackets the energy error between $2.6\times10^{-8}$ and $7.1\times10^{-8}$ hartree. The actual error is $4.0\times10^{-8}$ hartree. The Chebyshev bound, with $q=0.245$, allows $4q^8\times0.01439=7.5\times10^{-7}$ hartree, so the residual is the sharper guide here.

After ten Jacobi steps the functional is wrong by $9.7\times10^{-8}$ hartree and the shortcut by $2.0\times10^{-5}$ hartree, about 200 times more. Between steps 10 and 20 the errors follow the residual norm with measured powers 2.000 and 1.001.

The converged induction energy is $-0.01439$ hartree, or $-0.3915$ eV. Without mutual coupling it would be $-0.01766$ hartree. For this field the coupling reduces the magnitude by 19% of the uncoupled value.

At fixed shape $T$ scales as the inverse cube of the spacing. Going to 4 bohr multiplies every eigenvalue of $S$ by $(5/4)^3=1.953$, which gives $\lambda_{\min}=-1.147$ and $\lambda_{\max}=0.813$. Jacobi now diverges. Its weighted residual after 60 steps is about 2500 times the initial one, and after the first few steps the error grows by a factor close to 1.147 per step. The responsible mode has all dipoles normal to the sheet and pointing the same way, as on the triangle. The highest mode lies in the plane and is still stable.

Relaxed Jacobi with $\omega=0.857$ has rate 0.840 and needs 77 steps; preconditioned conjugate gradients need 17. The energy is $-0.01854$ hartree, or $-0.5045$ eV.

The critical spacings follow from the same cube law:

$$5\,(0.5873)^{1/3}=4.19\ \text{bohr},\qquad 5\,(0.4163)^{1/3}=3.73\ \text{bohr}.$$

Between them Jacobi fails in a stable model, and changing the solver is the right remedy. Below 3.73 bohr the model itself is unstable, and no solver can supply the missing energy minimum. The model must then be changed, for example by short-range damping of the interaction. Charge overlap, higher multipoles and hyperpolarizability are also absent, so the close-spacing numbers describe this model and do not predict the behaviour of a material.

## Table of computed values

```
sites: 61, inner: 37, rim: 24, unknowns: 183
polarizability inner, rim: 10.0, 2.0 bohr^3
external charge: 1.0 e at [3. 2. 6.] bohr
relative weighted residual target: 1e-06
WIDE SHEET, spacing: 5.0 bohr
lambda_min, lambda_max: -0.58733, 0.41627
spectral radius: 0.58733; measured Jacobi ratio: 0.58733
kappa preconditioned, plain: 2.7193, 9.0337
Chebyshev factor per CG step: 0.24501
energy without mutual coupling: -0.01765828 hartree
converged induction energy: -0.01438832 hartree = -0.39153 eV
k | r.alpha.r Jacobi, PCG | U-U* Jacobi, PCG (all hartree)
0 | 3.532e-02, 3.532e-02 | 1.439e-02, 1.439e-02
1 | 5.269e-03, 1.485e-03 | 1.724e-03, 6.233e-04
2 | 1.629e-03, 3.174e-05 | 5.186e-04, 1.592e-05
4 | 1.851e-04, 8.299e-08 | 5.838e-05, 3.965e-08
6 | 2.184e-05, 1.002e-10 | 6.881e-06, 5.922e-11
8 | 2.594e-06, 3.255e-13 | 8.171e-07, 1.667e-13
PCG k=4 energy error, lower bound: 2.6141e-08 hartree
PCG k=4 energy error, actual: 3.9651e-08 hartree
PCG k=4 energy error, upper bound: 7.1085e-08 hartree
Jacobi k=10 error, functional: 9.7188e-08 hartree
Jacobi k=10 error, shortcut: 2.0007e-05 hartree
measured residual power, functional: 2.0000
measured residual power, shortcut: 1.0010
start alpha E, 2 PCG steps, shortcut minus functional: 3.913e-05 hartree
iterations Jacobi, plain CG, PCG: 26, 15, 9
Jacobi iteration bound from spectral radius: 25.96
CLOSE SHEET, spacing: 4.0 bohr
lambda_min, lambda_max: -1.14714, 0.81302
out-of-plane weight of lowest, highest mode: 1.0000, 0.0000
measured Jacobi growth per step: 1.14714
Jacobi relative weighted residual after 60 steps: 2486.602
kappa: 11.4835; Chebyshev factor: 0.54429
best relaxation omega: 0.85686; its rate: 0.83979
iterations relaxed Jacobi, PCG: 77, 17
converged induction energy: -0.01854089 hartree = -0.50452 eV
spacing where Jacobi first fails: 4.1873 bohr
spacing of polarization catastrophe: 3.7333 bohr
```
